# Logarithmic Divergence of the Direct Second-Order Electron-Gas Energy: verification in Python

```python
# Result under test: the direct second-order energy per electron of the
# unpolarized 3D electron gas, restricted to momentum transfers q > q_c, is
#   e2(q_c) = B ln(q_c) + C + O(q_c^2),  B = 2 (1 - ln 2) / pi^2  hartree,
# so it diverges as -B * integral dq/q.  Ring summation replaces the divergence
# by (1 - ln 2)/pi^2 * ln(r_s).
# Symbols: q = momentum transfer / k_F; I(q) = integral over both occupied
# momenta (k_F = 1) of 1/(q^2 + q.(k1+k2)), with k1+q and k2+q empty;
# w = k_parallel + q/2; r_s = density parameter in bohr;
# kappa = Thomas-Fermi wave vector / k_F; u = imaginary frequency/(q k_F^2).
from itertools import combinations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import dblquad, quad

PI = np.pi
LN2 = np.log(2.0)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def unit_gauss(count):
    x, weight = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1.0), 0.5 * weight


T60, W60 = unit_gauss(60)
T100, W100 = unit_gauss(100)


def stretched_nodes(low, high):
    """Gauss nodes crowded at the lower end, where 1/(w1+w2) can be singular."""
    return low + (high - low) * T60**3, (high - low) * 3 * T60**2 * W60


def edge_layer(q):
    w, weight = stretched_nodes(abs(1 - q / 2), 1 + q / 2)
    return w, weight * PI * (1 - (w - q / 2) ** 2)


def excitation_measure(q):
    """Nodes w and phase-space weights of the allowed excitations."""
    w, measure = edge_layer(q)
    if q < 2:
        w_in, weight = stretched_nodes(0.0, 1 - q / 2)
        w = np.concatenate([w_in, w])
        measure = np.concatenate([weight * 2 * PI * q * w_in, measure])
    return w, measure


def pair_integral(q):
    w, measure = excitation_measure(q)
    return measure @ (1 / (w[:, None] + w[None, :])) @ measure / q


def momentum_grid(q_min):
    """Quadrature for q from q_min (at most 1) to infinity."""
    span = np.log(1 / q_min)
    q_low = q_min * np.exp(span * T60)
    nodes = np.concatenate([q_low, 1 + T60, 2 / T60])
    weights = np.concatenate([q_low * span * W60, W60, 2 / T60**2 * W60])
    return nodes, weights


def cutoff_energy(q_min):
    nodes, weights = momentum_grid(q_min)
    values = np.array([pair_integral(q) for q in nodes])
    return -3 / (4 * PI**4) * np.sum(weights * values / nodes**2)


def fermi_wavevector(r_s):
    return (9 * PI / 4) ** (1 / 3) / r_s


def tf_ratio(r_s):
    return np.sqrt(4 / (PI * fermi_wavevector(r_s)))


def response_shape(q, u):
    """Static-normalized density response at imaginary frequency."""
    w, measure = edge_layer(q)
    shape = (w / (w**2 + u[:, None] ** 2)) @ measure / (2 * PI * q)
    if q < 2:
        a = 1 - q / 2
        shape = shape + a - u * np.arctan(a / u)
    return shape


def ring_energy(r_s, q_min=None, second_order=False):
    kappa = tf_ratio(r_s)
    if q_min is None:
        q_min = 1e-4 * kappa
    total = 0.0
    for q, weight in zip(*momentum_grid(q_min)):
        scale = 1 + q / 2
        u = scale * T100 / (1 - T100)
        du = scale * W100 / (1 - T100) ** 2
        x = kappa**2 * response_shape(q, u) / q**2
        if second_order:
            term = -x**2 / 2
        else:
            # The series avoids subtractive cancellation at small x.
            term = np.where(x < 1e-4, -x**2 / 2 + x**3 / 3, np.log1p(x) - x)
        total += weight * q**3 * np.sum(du * term)
    return 3 * fermi_wavevector(r_s) ** 2 / (4 * PI) * total


# Spin and pair counting: explicit determinants in a small periodic box.
def norm2(n):
    return sum(c * c for c in n)


def add(a, b):
    return tuple(x + y for x, y in zip(a, b))


def coulomb(a, b):
    return 1 / sum((x - y) ** 2 for x, y in zip(a, b))


points = list(product((-1, 0, 1), repeat=3))
filled = [n for n in points if norm2(n) <= 1]
empty = [n for n in points if norm2(n) > 1]
filled_spin = [(n, s) for n in filled for s in (0, 1)]
empty_spin = [(n, s) for n in empty for s in (0, 1)]
empty_pairs = {}
for pair in combinations(empty_spin, 2):
    key = (add(pair[0][0], pair[1][0]), pair[0][1] + pair[1][1])
    empty_pairs.setdefault(key, []).append(pair)
determinant_sum = 0.0
for (i, si), (j, sj) in combinations(filled_spin, 2):
    for (a, sa), (b, sb) in empty_pairs.get((add(i, j), si + sj), []):
        amplitude = 0.0
        if sa == si and sb == sj:
            amplitude += coulomb(a, i)
        if sa == sj and sb == si:
            amplitude -= coulomb(a, j)
        gap = (norm2(a) + norm2(b) - norm2(i) - norm2(j)) / 2
        determinant_sum -= amplitude**2 / gap
direct_sum = exchange_sum = 0.0
empty_set = set(empty)
for i, j, a in product(filled, filled, empty):
    b = tuple(x + y - z for x, y, z in zip(i, j, a))
    if b in empty_set:
        gap = (norm2(a) + norm2(b) - norm2(i) - norm2(j)) / 2
        direct_sum -= 2 * coulomb(a, i) ** 2 / gap
        exchange_sum += coulomb(a, i) * coulomb(a, j) / gap
assert abs(determinant_sum - direct_sum - exchange_sum) < 1e-10

# Prefactor and phase-space reduction: one q vector on a large lattice.
# The box side is 2 pi, so allowed momenta are integer vectors.
axis = np.arange(-30, 31)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
length2 = nx**2 + ny**2 + nz**2
q_vector = (13, 8, 4)
q2 = norm2(q_vector)
q_dot_n = q_vector[0] * nx + q_vector[1] * ny + q_vector[2] * nz
occupied = length2 <= 900
excited = occupied & (length2 + 2 * q_dot_n + q2 > 900)
orbital_count = int(occupied.sum())
gaps, counts = np.unique(q_dot_n[excited] + q2 / 2, return_counts=True)
lattice_pairs = counts @ (1 / (gaps[:, None] + gaps[None, :])) @ counts
box_volume = (2 * PI) ** 3
lattice_energy = (-2 * (4 * PI / (q2 * box_volume)) ** 2
                  * lattice_pairs / (2 * orbital_count))
lattice_kf = (3 * orbital_count / (4 * PI)) ** (1 / 3)
lattice_q = np.sqrt(q2) / lattice_kf
continuum_energy = (-3 / (16 * PI**5) * pair_integral(lattice_q)
                    / lattice_q**4 / lattice_kf**3)
lattice_ratio = lattice_energy / continuum_energy
# One percent allows for the jagged lattice Fermi surface.
assert abs(lattice_ratio - 1) < 0.01

# Small-q and large-q laws.
square_integral = dblquad(lambda y, x: x * y / (x + y), 0, 1, 0, 1)[0]
assert abs(square_integral - 2 * (1 - LN2) / 3) < 1e-7
A = 8 * PI**2 * (1 - LN2) / 3
B = 2 * (1 - LN2) / PI**2
w_test, measure_test = excitation_measure(0.7)
assert abs(measure_test.sum() - PI * (0.7 - 0.7**3 / 12)) < 1e-10
assert abs(measure_test @ w_test - 2 * PI * 0.7 / 3) < 1e-10


def small_q_remainder(q):
    return pair_integral(q) - A * q + PI**2 * q**3 / 6


remainder_ratio = small_q_remainder(0.2) / small_q_remainder(0.1)
assert abs(remainder_ratio - 32) < 1.0
large_q_ratio = pair_integral(50.0) * 50**2 / (4 * PI / 3) ** 2
assert abs(large_q_ratio - 1) < 1e-3

# Logarithm and finite constant.
cutoffs = [1.0, 1e-1, 1e-2, 1e-3, 1e-4]
energies = [cutoff_energy(q) for q in cutoffs]
decade_step = energies[3] - energies[4]
assert abs(decade_step - B * np.log(10)) < 1e-7
subtracted = np.array([pair_integral(q) / q**2 - A / q for q in T60])
C = energies[0] - 3 / (4 * PI**4) * np.sum(W60 * subtracted)
predicted = B * np.log(0.1) + C - 0.1**2 / (16 * PI**2)
assert abs(energies[1] - predicted) < 1e-6

# Ring summation: same second-order term, finite total, ln(r_s) slope.
frequency_route = ring_energy(1.0, q_min=0.1, second_order=True)
assert abs(frequency_route - energies[1]) < 1e-5
shape_integral = quad(lambda u: (1 - u * np.arctan(1 / u)) ** 2, 0, np.inf)[0]
assert abs(shape_integral - PI * (1 - LN2) / 3) < 1e-7
densities = [1.0, 1e-1, 1e-2, 1e-3, 1e-4]
rings = [ring_energy(r_s) for r_s in densities]
ring_slope = (rings[3] - rings[4]) / np.log(10)
# The tolerance covers terms of order r_s ln(r_s) at r_s = 0.001.
assert abs(ring_slope - (1 - LN2) / PI**2) < 1e-4
effective = [np.exp((e - C) / B) / tf_ratio(r)
             for r, e in zip(densities[2:], rings[2:])]
assert abs(effective[2] / effective[1] - 1) < 0.01

print(f"integral of xy/(x+y) over unit square = {square_integral:.6f}")
print(f"(1 - ln 2)/pi^2 = {(1 - LN2) / PI**2:.6f} hartree")
print(f"B, coefficient of dq/q = {B:.6f} hartree = {B * HARTREE_EV:.4f} eV")
print(f"A, slope of I(q) at q = 0: {A:.5f} (k_F = 1)")
print(f"C, finite constant = {C:.6f} hartree = {C * HARTREE_EV:.4f} eV")
print(f"box: all determinants = {determinant_sum:.6f} (model units)")
print(f"box: direct part = {direct_sum:.6f} (model units)")
print(f"box: exchange part = {exchange_sum:.6f} (model units)")
print(f"lattice: occupied orbitals = {orbital_count}, q/k_F = {lattice_q:.4f}")
print(f"lattice / continuum energy at this q = {lattice_ratio:.5f}")
for q in (1.0, 0.5, 0.2, 0.1):
    print(f"q/k_F = {q:.1f}: I(q)/(A q) = {pair_integral(q) / (A * q):.5f}")
print(f"remainder ratio, q = 0.2 to q = 0.1: {remainder_ratio:.3f}")
print(f"I(q) / large-q law at q/k_F = 50: {large_q_ratio:.6f}")
kf_angstrom = fermi_wavevector(1.0) / BOHR_ANGSTROM
print(f"r_s = 1 bohr: k_F = {kf_angstrom:.4f} 1/angstrom")
print(f"r_s = 1 bohr: q_TF = {tf_ratio(1.0) * kf_angstrom:.4f} 1/angstrom")
for q, energy in zip(cutoffs, energies):
    print(f"q_c/k_F = {q:.4f}: e2 = {energy * HARTREE_EV:.4f} eV; "
          f"q_c at r_s = 1: {q * kf_angstrom:.6f} 1/angstrom")
print(f"energy drop, last decade of q_c = {decade_step * HARTREE_EV:.5f} eV")
print(f"B ln 10 = {B * np.log(10) * HARTREE_EV:.5f} eV")
print(f"e2 at q_c/k_F = 0.1, frequency route = "
      f"{frequency_route * HARTREE_EV:.4f} eV")
print(f"integral of R(0,u)^2 over u = {shape_integral:.6f}")
for r_s, energy in zip(densities, rings):
    print(f"r_s = {r_s:.4f} bohr: ring energy = {energy * HARTREE_EV:.4f} eV, "
          f"q_TF/k_F = {tf_ratio(r_s):.5f}")
print(f"ring slope per unit ln r_s = {ring_slope:.6f} hartree = "
      f"{ring_slope * HARTREE_EV:.4f} eV")
for r_s, ratio in zip(densities[2:], effective):
    print(f"r_s = {r_s:.4f} bohr: effective cutoff/q_TF = {ratio:.4f}")
print("checks complete")
```

Printed output:

```
integral of xy/(x+y) over unit square = 0.204569
(1 - ln 2)/pi^2 = 0.031091 hartree
B, coefficient of dq/q = 0.062181 hartree = 1.6920 eV
A, slope of I(q) at q = 0: 8.07604 (k_F = 1)
C, finite constant = -0.025677 hartree = -0.6987 eV
box: all determinants = -160.449630 (model units)
box: direct part = -243.512593 (model units)
box: exchange part = 83.062963 (model units)
lattice: occupied orbitals = 113081, q/k_F = 0.5260
lattice / continuum energy at this q = 1.00090
q/k_F = 1.0: I(q)/(A q) = 0.80330
q/k_F = 0.5: I(q)/(A q) = 0.94951
q/k_F = 0.2: I(q)/(A q) = 0.99186
q/k_F = 0.1: I(q)/(A q) = 0.99796
remainder ratio, q = 0.2 to q = 0.1: 32.026
I(q) / large-q law at q/k_F = 50: 1.000160
r_s = 1 bohr: k_F = 3.6267 1/angstrom
r_s = 1 bohr: q_TF = 2.9540 1/angstrom
q_c/k_F = 1.0000: e2 = -0.8681 eV; q_c at r_s = 1: 3.626684 1/angstrom
q_c/k_F = 0.1000: e2 = -4.5965 eV; q_c at r_s = 1: 0.362668 1/angstrom
q_c/k_F = 0.0100: e2 = -8.4909 eV; q_c at r_s = 1: 0.036267 1/angstrom
q_c/k_F = 0.0010: e2 = -12.3869 eV; q_c at r_s = 1: 0.003627 1/angstrom
q_c/k_F = 0.0001: e2 = -16.2830 eV; q_c at r_s = 1: 0.000363 1/angstrom
energy drop, last decade of q_c = 3.89607 eV
B ln 10 = 3.89607 eV
e2 at q_c/k_F = 0.1, frequency route = -4.5965 eV
integral of R(0,u)^2 over u = 0.321336
r_s = 1.0000 bohr: ring energy = -2.1442 eV, q_TF/k_F = 0.81452
r_s = 0.1000 bohr: ring energy = -3.9196 eV, q_TF/k_F = 0.25757
r_s = 0.0100 bohr: ring energy = -5.8361 eV, q_TF/k_F = 0.08145
r_s = 0.0010 bohr: ring energy = -7.7795 eV, q_TF/k_F = 0.02576
r_s = 0.0001 bohr: ring energy = -9.7269 eV, q_TF/k_F = 0.00815
ring slope per unit ln r_s = 0.031081 hartree = 0.8458 eV
r_s = 0.0100 bohr: effective cutoff/q_TF = 0.5895
r_s = 0.0010 bohr: effective cutoff/q_TF = 0.5911
r_s = 0.0001 bohr: effective cutoff/q_TF = 0.5913
checks complete
```
